# Bond Percolation on the Coordination-Four Bethe Lattice and on Diamond

## Problem

A small molecule dissolved in silica sits in a void of the network and moves to a neighbouring void by squeezing through a ring of atoms, a doorway. Some doorways are wide enough to pass and others are not. Suppose that each void has four doorways, and that each doorway is open with probability $p$, independently of all others. Voids are then the sites of a lattice and doorways are its bonds. Sites joined by open bonds form a cluster, and a molecule can travel far if it starts in an infinite cluster. The threshold $p_c$ is the value of $p$ above which an infinite cluster exists.

(a) Find $p_c$ for the Bethe lattice of coordination four, the infinite lattice in which every site has four bonds and no path closes into a ring.

(b) The diamond lattice also has four bonds per site, but it contains closed rings. Show that its threshold is larger, and determine it numerically.

(c) Find what the difference means for the energy barrier that controls diffusion when doorway barriers are spread over a range.

## First estimate by scaling

Start at one site and step outwards. If each site offers about $z=4$ bonds, and each is open with probability $p$, the number of sites reached is multiplied by about $zp$ per step. After $n$ steps it scales as $(zp)^n$, which dies out for $zp<1$ and grows for $zp>1$. The estimate is therefore

$$p_c\sim\frac1z=\frac14 .$$

Summing the series gives a mean cluster size

$$S\sim\sum_{n=0}^{\infty}(zp)^n=\frac{1}{1-zp},$$

which diverges as the inverse first power of the distance from the threshold. The weak point is the factor $z$: one of the four bonds of a newly reached site is the bond by which it was reached, and it leads backwards.

## Exact solution for the Bethe lattice

**Counting the sites reached.** The starting site has four bonds, so the mean number of first neighbours reached is $4p$. Every later site has three fresh bonds, since one was used to enter it. Without rings, these lead to sites not met before, and their states are independent of everything that has happened so far. The mean number reached in generation $n\ge1$ is

$$m_n=4p\,(3p)^{n-1}.$$

The probability that generation $n$ contains at least one site cannot exceed the mean number of sites in it. For $p<1/3$ this mean tends to zero, so there is no infinite cluster. The mean cluster size, including the starting site, is then

$$S=1+4p\sum_{n=1}^{\infty}(3p)^{n-1}=1+\frac{4p}{1-3p}=\frac{1+p}{1-3p}.$$

A growing mean does not by itself prove survival, because it could come from rare, very large clusters. The survival probability has to be found separately.

**Survival of a branch.** Choose a bond leading away from a site and call everything beyond it a branch. Let $Q_n$ be the probability that the branch fails to reach depth $n$ through open bonds, with depth counted from the near end of the chosen bond. Depth zero is that end itself, so $Q_0=0$. The branch fails to reach depth $n+1$ in two exclusive ways: the first bond is closed, with probability $1-p$, or it is open and all three branches behind it fail to reach depth $n$. Those three are independent because no ring connects them. Hence

$$Q_{n+1}=F(Q_n),\qquad F(Q)=1-p+pQ^3 .$$

For $0<p\le1$, $F$ increases with $Q$ on $[0,1]$, and $Q_1=1-p\ge Q_0$. Applying $F$ repeatedly to this inequality shows that the sequence never decreases. If $Q^*\ge0$ is any solution of $Q^*=F(Q^*)$, then $Q_0\le Q^*$, and applying $F$ repeatedly gives $Q_n\le Q^*$. The sequence therefore converges to the smallest non-negative solution. This limit $Q$ is the probability that the branch is finite.

To solve $Q=F(Q)$, collect terms:

$$0=pQ^3-Q+1-p=p(Q^3-1)-(Q-1).$$

Since $Q^3-1=(Q-1)(Q^2+Q+1)$,

$$0=(Q-1)\left[p(Q^2+Q+1)-1\right].$$

One solution is $Q=1$. The bracket gives $Q^2+Q+1-1/p=0$, whose discriminant is $1-4(1-1/p)=4/p-3$. Its non-negative root is

$$Q=\frac{-1+\sqrt{4/p-3}}{2}.$$

The other sign gives a negative number. The root is below one if $\sqrt{4/p-3}<3$, that is $4/p<12$, or $p>1/3$. For $p\le1/3$ the smallest non-negative solution is $Q=1$, and every branch is finite with probability one.

The starting site lies in an infinite cluster unless all four of its branches are finite, so

$$P_\infty=1-Q^4 .$$

This is zero for $p\le1/3$ and positive for $p>1/3$. If it is zero for each site, it is zero for the whole countable set of sites, and no infinite cluster exists. If it is positive, an infinite cluster exists with probability one, because its existence does not depend on the state of any finite set of bonds, and such an event has probability zero or one. Therefore

$$p_c^{\rm Bethe}=\frac13 .$$

**Just above threshold.** Put $p=1/3+\delta$ with small positive $\delta$. Then

$$\frac4p=\frac{12}{1+3\delta}\approx12-36\delta,\qquad \sqrt{9-36\delta}\approx3-6\delta .$$

This gives $Q\approx1-3\delta$ and $P_\infty\approx12\delta$. The fraction of sites that lie in infinite clusters starts from zero but grows steeply: an excess of 0.01 in $p$ already brings it to about 12 percent to leading order, and to 11 percent by the exact formula.

**At threshold.** For $p=1/3$ the mean $m_n$ stays at $4/3$ in every generation, yet no cluster is infinite. Let $r_n=1-Q_n$ be the probability that a branch reaches depth $n$. The recursion becomes

$$r_{n+1}=\tfrac13\left[1-(1-r_n)^3\right]=r_n-r_n^2+\tfrac13r_n^3 .$$

For small $r_n$, taking reciprocals gives $1/r_{n+1}\approx1/r_n+1$, so $r_n\approx1/n$ at large $n$. Survival becomes ever rarer, while the surviving trees carry a number of sites proportional to $n$ in generation $n$. The product stays constant, which is how a steady mean goes together with certain extinction.

## Comparison of the estimate with the solution

For general coordination $z$ the growth factor is $(z-1)p$, and the same argument gives $p_c=1/(z-1)$. The estimate $1/z$ is low by the relative amount

$$\frac{1/(z-1)-1/z}{1/(z-1)}=1-\frac{z-1}{z}=\frac1z ,$$

which is 25 percent for $z=4$ and vanishes for large coordination. The estimate does find the right power law for the mean cluster size: near threshold the exact expression is

$$S\approx\frac{4/3}{3(1/3-p)}=\frac{4}{9\,(1/3-p)} .$$

The place of the divergence is wrong. At $p=0.25$, where the estimate diverges, the exact value is $S=1.25/0.25=5$ sites. Trees grown at random, bond by bond, gave a mean of 4.98 sites.

Above threshold, $p=0.50$ gives $Q=(\sqrt5-1)/2=0.618$ and $P_\infty=0.854$; the fraction of grown trees that survived was also 0.854. At $p=0.39$ the formula gives $Q=0.847$ and $P_\infty=0.486$, against 0.483 for grown trees.

## The diamond lattice

**Why 1/3 is a lower bound.** If a site belongs to an infinite cluster, then open paths of every length $n$ start from it that visit no site twice. On any lattice of coordination four there are at most $4\cdot3^{n-1}$ such paths, and each is open with probability $p^n$. The probability that one exists is at most the expected number of open ones, so

$$P_\infty\le4\cdot3^{n-1}p^n .$$

This tends to zero for $p<1/3$. Rings cannot lower the threshold below the tree value at fixed coordination.

**Why the bound is not reached.** Rings reduce the number of self-avoiding paths. Diamond has two kinds of site, A and B. A step from A to B is one of four vectors $\mathbf d_1,\dots,\mathbf d_4$ with $\sum_i\mathbf d_i=0$, and a step from B to A is the negative of one of them. Apart from multiples, this sum is the single linear relation among the four vectors. Six steps return to the start if

$$\mathbf d_a-\mathbf d_b+\mathbf d_c-\mathbf d_d+\mathbf d_e-\mathbf d_f=0 .$$

The coefficients of the four vectors must all be equal. They add up to zero, so each is zero, and the labels $\{b,d,f\}$ are the labels $\{a,c,e\}$ rearranged. A step that does not reverse the previous one has a different label from it. Thus $b\ne a$ and $b\ne c$, which forces $b=e$. Likewise $d\ne c$ and $d\ne e$ force $d=a$, and then $f=c$. The labels $a,c,e$ are all different. For a given first step $a$ there are $3\times2=6$ choices of $c$ and $e$, hence six closed walks.

The same reasoning excludes four-membered rings, since there $b$ would have to equal one of its two neighbours $a$ and $c$. A closed loop needs an even number of steps, and two steps without reversal cannot close, so the six-ring is the shortest.

After a given directed bond, five further steps without reversal can be made in $3^5=243$ ways. Six of these close a ring, which leaves $w_5=237$ self-avoiding continuations. Let $w_n$ be the corresponding number for $n$ further steps; it is the same for every directed bond because all of them are equivalent by symmetry. Cut a self-avoiding path of $1+kn$ steps into its first bond and $k$ blocks of $n$ steps. Each block, together with the bond before it, is self-avoiding, so it has at most $w_n$ forms. Hence

$$P_\infty\le4p\,(w_np^n)^k .$$

For $w_np^n<1$ this vanishes as $k\to\infty$, and therefore

$$p_c^{\rm diamond}\ge w_n^{-1/n}.$$

With $n=5$ the bound is $237^{-1/5}=0.3350$, already above $1/3$. Enumeration for $n=11$ gives $w_{11}=149499$ and a bound of 0.3385.

**What path counting misses.** These are bounds, not estimates of the threshold. Different open paths may lead to the same site, and the expected number of paths counts that site more than once. An isolated six-ring shows the effect. Its opposite corners are joined by two paths of three bonds, each open with probability $p^3$, and both are open with probability $p^6$. The probability of a connection is

$$p^3+p^3-p^6=2p^3-p^6 .$$

At $p=0.39$ this is 0.1151, while the expected number of open paths is $2p^3=0.1186$, about 3 percent more. The second path is partly wasted: it leads to a place that the first may already have reached.

**Numerical threshold.** No closed formula for the diamond threshold is used here; the value comes from simulation. Each bond of a periodic box receives a random number between zero and one, and is open if that number is below $p$. As $p$ rises, a cluster eventually winds round the box. The value of $p$ at which one first winds an odd number of times in a chosen direction is recorded as that sample's threshold.

In a finite box these values have a mean $M$ displaced from $p_c$ and a standard deviation $W$. Finite-size scaling says that both the displacement and $W$ shrink as the same power of box size, to leading order. Then $M=p_c+cW$ with a constant $c$, and two sizes are enough to extrapolate to $W=0$.

- With 1024 sites and 600 samples, $M=0.4002$ and $W=0.0255$.
- With 8192 sites and 250 samples, $M=0.3943$ and $W=0.0104$.

The slope is

$$c=\frac{0.4002-0.3943}{0.0255-0.0104}=0.39,$$

and so

$$p_c^{\rm diamond}\approx0.3943-0.39\times0.0104=0.390 .$$

The statistical error is 0.0014, and the slope itself is uncertain by about 0.08, so the third decimal of the threshold is uncertain by one or two units. Corrections to leading scaling are not included in this error. The threshold is about 17 percent above the Bethe value.

**The same $p$ with and without short rings.** At $p=0.36$, between the two thresholds, the largest cluster in a diamond box of 65536 sites held on average 1.4 percent of the sites. In a random graph with the same number of sites and four bonds per site, but few short rings, it held 27.5 percent. The Bethe formula gives 27.1 percent. The share found for diamond falls further in larger boxes, because this $p$ lies below the diamond threshold. Coordination and $p$ were held fixed, so the contrast comes from how the bonds are connected. A connected infinite lattice of coordination four without any rings is the Bethe lattice, so the whole shift from $1/3$ to about 0.39 is due to rings.

## What the difference means for diffusion in silica

In ideal cristobalite the silicon atoms form a diamond lattice. The voids between them form a second one, and the doorway between neighbouring voids is a ring of six silicon atoms with oxygen atoms between them. This makes diamond a reasonable first model of the void network.

Let doorway barriers $E$ follow a Gaussian distribution with mean $\bar E$ and width $\sigma$, and let the passage rate be proportional to $e^{-E/kT}$. If $\sigma\gg kT$, the rates differ by many orders of magnitude. Admit the doorways in order of increasing barrier. Long-range transport becomes possible when the admitted fraction reaches $p_c$, and the last doorways admitted limit the flow. With $\Phi$ the normal cumulative distribution, the condition $\Phi[(E_c-\bar E)/\sigma]=p_c$ gives the critical barrier

$$E_c=\bar E+\sigma\,\Phi^{-1}(p_c).$$

Take $\bar E=1.2$ eV and $\sigma=0.3$ eV, rough model values for molecular oxygen in silica, at the oxidation temperature 1273 K, where $kT=0.1097$ eV. Then

$$E_c^{\rm Bethe}=1.2-0.3\times0.4307=1.071\ {\rm eV},$$

$$E_c^{\rm diamond}=1.2-0.3\times0.2788=1.116\ {\rm eV}.$$

The difference is 0.046 eV before rounding. The tree model finds easier routes than the ringed lattice provides, and its Arrhenius factor is larger by $e^{0.046/0.1097}=1.52$.

**Finite temperature.** Here $\sigma/kT=2.73$, which is not much larger than one. The condition for the critical barrier is poorly met, and the flow through the whole network has to be calculated. Give each bond a conductance $g=e^{-E/kT}$ and apply a fixed total potential drop. With $v$ the potential difference across a bond, the power is $P=\sum gv^2$, and the site potentials make it a minimum. A small change of temperature therefore alters $P$ at first order through $g$ alone. With $\beta=1/kT$ and $dg/d\beta=-Eg$, the apparent activation energy is

$$E_{\rm app}=-\frac{d\ln P}{d\beta}=\frac{\sum E\,g v^2}{\sum g v^2},$$

the mean barrier weighted by dissipated power. For ten diamond networks of 3456 sites it was $1.173\pm0.002$ eV at 1273 K and $1.153\pm0.003$ eV at 600 K, where $\sigma/kT=5.80$. Cooling moves it towards the critical barrier of 1.116 eV. At 1273 K it is still 0.057 eV higher, which is more than the difference between the two lattices. The factor 1.52 thus compares two limiting formulas and does not predict a ratio of diffusivities at this temperature.

**Unequal voids.** So far all voids had the same energy. Let void $i$ have energy $s_i$, with Gaussian spread $\sigma_s$ and mean zero, while the saddle energies $E$ stay fixed. The barrier for leaving void $i$ is then $E-s_i$. Write the concentration as $c_i=u_ie^{-\beta s_i}$. The net flow from $i$ to $j$ is

$$c_ie^{-\beta(E-s_i)}-c_je^{-\beta(E-s_j)}=e^{-\beta E}(u_i-u_j),$$

so $u$ obeys the same network equations as before. A given gradient of $u$ corresponds to a mean concentration gradient larger by the factor $\langle e^{-\beta s}\rangle$, and the diffusivity is proportional to $P/\langle e^{-\beta s}\rangle$. For a Gaussian, completing the square gives $\langle e^{-\beta s}\rangle=e^{\beta^2\sigma_s^2/2}$. The apparent energy rises by

$$\frac{d}{d\beta}\left(\frac{\beta^2\sigma_s^2}{2}\right)=\frac{\sigma_s^2}{kT}.$$

A rough spread of 0.1 eV gives $0.01/0.1097=0.091$ eV, twice the difference between the lattices. Tunnelling is negligible by comparison. For a parabolic barrier of frequency $\nu$, averaging the quantum transmission over thermal energies multiplies the rate by $x/\sin x$ with $x=h\nu/(2kT)$. A rough frequency of 3 THz then adds about 0.05 percent to the rate at 1273 K.

**Real glass.** The activation energy for oxygen diffusion in silica is roughly 1 eV, so the apparent energy of the model, about 1.2 eV, has a realistic size. This does not fix the mean barrier, because the widths are rough assumptions: a wider barrier spread pushes the apparent energy further below the mean, and a wider spread of void energies raises it by $\sigma_s^2/kT$, which is already 0.36 eV for $\sigma_s=0.2$ eV. Glass also departs from the model in its structure: ring sizes vary, and so does the number of usable doorways per void. The tree result shows how sensitive the threshold is to this number. With three doorways per void instead of four it would be $1/2$, and the critical barrier would equal the mean, 1.20 eV, which is 0.13 eV above the four-doorway tree value. Barriers of neighbouring doorways may also be correlated, which breaks the independence assumed throughout. The threshold 0.39 therefore belongs to the diamond network with independent doorways, and for a real glass it is only a reference value. Coordination four alone does not fix it: the square lattice also has four bonds per site, and its threshold is $1/2$. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Bethe threshold 1/3 = 0.3333
Bethe mean cluster size, p=0.25: formula 5.000 sites
  grown trees 4.979 sites
Bethe p=0.39: Q = 0.8469, P_inf = 0.4856, grown trees 0.4829
Bethe p=0.50: Q = 0.6180, P_inf = 0.8541, grown trees 0.8536
Bethe p=0.30: fraction alive after 101 generations 0.00003
Slope of P_inf just above threshold = 11.999
Silicon atoms round a doorway = 6
Diamond walks: 5 further steps 237, 11 further 149499
Lower bounds on diamond threshold: 0.3350, 0.3385
Six-ring p=0.39: corners joined 0.11512, expected paths 0.11864
Diamond small box: 1024 sites, 600 samples, mean 0.4002, width 0.0255
Diamond large box: 8192 sites, 250 samples, mean 0.3943, width 0.0104
Diamond threshold = 0.3902 +/- 0.0014 (statistical)
Diamond / Bethe threshold ratio = 1.171
Control p=0.36, 65536 sites, largest cluster fraction:
  diamond 0.0143, random graph 0.2754, Bethe formula 0.2711
Barrier mean 1.20 eV, width 0.30 eV
Temperature 1273 K, kT = 0.1097 eV, width/kT = 2.73
Normal quantiles: Bethe -0.4307, diamond -0.2788
Critical barrier: Bethe 1.071 eV, diamond 1.116 eV
Difference = 0.046 eV
Arrhenius factor, Bethe/diamond = 1.52
Network apparent energy, 1273 K: 1.173 +/- 0.002 eV
Network apparent energy, 600 K: 1.153 +/- 0.003 eV
Width/kT at 600 K = 5.80
Network: 3456 sites, 10 samples
Void-energy spread 0.10 eV raises apparent energy by 0.091 eV
Barrier frequency 3.0 THz: tunnelling adds 0.053 percent to the rate
```
